# Why Pseudized Oxygen 2p Is Harder than Sulfur 3p

**Question.** Oxygen and sulfur both have six valence electrons, in the configurations $2s^22p^4$ and $3s^23p^4$, outside an ion of charge $+6$. Why does the oxygen 2p function need a higher plane-wave cutoff than the sulfur 3p function once both have been pseudized, and how large is the difference when the same kinetic energy is left out?

**Answer.** The explanation starts with the p states below the valence shell. Sulfur has a filled 2p shell in its core; oxygen has no p electrons in its core.

## Exclusion, not weaker attraction

The atoms are treated as spherical, non-relativistic and spin-unpolarized, in the local density approximation (LDA). Hartree atomic units are used, with energies in hartree (Ha) and lengths in bohr. Write the radial function as $u(r)=rR(r)$, with $\int_0^\infty u^2\,dr=1$. For p states, $l=1$, the centrifugal term $l(l+1)/(2r^2)$ is $1/r^2$, and

$$-\tfrac12u''+\left[\frac1{r^2}+V(r)\right]u=\varepsilon u .$$

Here $V$ contains the nuclear attraction, the electrostatic repulsion of the electron density and the exchange-correlation potential.

Take two p states $a$ and $b$ in the same potential. Multiply the equation for $b$ by $u_a$, that for $a$ by $u_b$, and subtract. The potential terms cancel:

$$\frac{d}{dr}(u_au_b'-u_bu_a')=2(\varepsilon_a-\varepsilon_b)u_au_b .$$

Bound states vanish at the origin and at infinity, so the integral of the left side is zero. If the energies differ, $\int u_au_b\,dr=0$. The lowest p state has one sign throughout. A higher one must therefore change sign, or this integral could not vanish.

Oxygen 2p is the lowest p state of its atom and has no radial node. Sulfur 3p is the second p state and has one. Its electron cannot enter the lower state, because the 2p shell is full.

The attraction works in the opposite direction. Close to the nucleus, sulfur's core electrons screen the charge 16 only partly. At 1 bohr and beyond, both cores act almost as a charge $+6$; sulfur's potential is deeper there mainly because its six valence electrons, spread over a larger shell, repel less. The self-consistent LDA potentials, in hartree, are:

| $r$ (bohr) | $V_{\rm O}$ | $V_{\rm S}$ |
|---|---|---|
| 0.5 | −6.951 | −11.235 |
| 1.0 | −1.871 | −3.168 |
| 2.0 | −0.402 | −0.719 |

Sulfur's potential is deeper by 0.317 Ha at 2 bohr, 1.297 Ha at 1 bohr and 4.284 Ha at 0.5 bohr. The difference grows inward, so sulfur supplies an additional inward pull over this range. A p electron free to take the lowest state would follow it: sulfur 2p has its maximum at 0.326 bohr and its energy is −5.75 Ha. Sulfur 3p lies far outside because that state is occupied.

A model atom separates the ionic charge from the exclusion. Replace the core by a point charge $+6$, put six electrons in $2s^22p^4$, and leave the 1s level empty. This is an artificial excited configuration, but its p electrons see the right ionic charge and have no p shell beneath them. Its 2p maximum is at 0.832 bohr, close to oxygen's 0.813 bohr. The charge $+6$ without p exclusion thus gives an oxygen-sized shell.

## How far a lower shell pushes

A bare Coulomb potential $V=-Z/r$ gives an analytic guide. Set $u=r^2f(r)e^{-\kappa r}$ with $\kappa=\sqrt{-2\varepsilon}$. Differentiating twice, inserting the result in the radial equation and dividing by $r$ gives

$$rf''+(4-2\kappa r)f'+(2Z-4\kappa)f=0 .$$

For a constant $f$, $\kappa=Z/2$, which is the 2p state. For $f=1+br$, the terms proportional to $r$ require $-2\kappa+2Z-4\kappa=0$, so $\kappa=Z/3$. The constant terms require $4b+2Z-4\kappa=0$, so $b=-Z/6$. Apart from normalization,

$$u_{2p}=r^2e^{-Zr/2},\qquad u_{3p}=r^2(6-Zr)e^{-Zr/3}.$$

The 2p maximum follows from $2/r-Z/2=0$, hence $r=4/Z$. For 3p, put $x=Zr$ and set the logarithmic derivative to zero:

$$\frac2x-\frac1{6-x}-\frac13=0 .$$

Multiplication by $3x(6-x)$ gives $x^2-15x+36=(x-3)(x-12)=0$. The root $x=3$ lies inside the node at $x=6$; the outer maximum is at $r=12/Z$. At equal Coulomb charge, the lower p shell therefore triples the radius.

In the LDA atoms, the outer maxima are 0.813 bohr for oxygen and 1.599 bohr for sulfur. Their ratio is

$$\lambda=\frac{1.5985}{0.8131}=1.966,$$

not 3. Read through the hydrogenic formulas, the maxima correspond to effective charges $4/0.8131=4.92$ and $12/1.5985=7.51$. The stronger attraction in sulfur cancels part of the outward push. These effective charges only describe the positions of the maxima; neither atom has a Coulomb potential.

## From radius to plane waves

A plane wave of wave number $q$ has kinetic energy $q^2/2$. Its p component has the radial form $qr\,j_1(qr)$, where

$$qr\,j_1(qr)=\frac{\sin qr}{qr}-\cos qr .$$

This function solves the radial equation with $V=0$ and energy $q^2/2$. The normalized transform and the kinetic energy above a wave number $Q$ are therefore

$$\hat u(q)=\sqrt{\frac2\pi}\int_0^\infty u(r)\,qr\,j_1(qr)\,dr,$$

$$T_{\rm res}(Q)=\int_Q^\infty\frac{q^2}{2}\hat u(q)^2dq .$$

The cutoff $E=Q^2/2$ is fixed here by $T_{\rm res}(Q)=\delta$, with $\delta=1$ mHa per electron unless stated otherwise. This is a measure of one orbital's smoothness, not the total-energy error of a molecule or solid.

Size enters through a stretch. Let $u_\lambda(r)=\lambda^{-1/2}u(r/\lambda)$; the prefactor keeps the norm. With $r=\lambda s$ in the transform, $\hat u_\lambda(q)=\sqrt\lambda\,\hat u(\lambda q)$. Then, with $k=\lambda q$,

$$T_{{\rm res},\lambda}(Q)=\int_Q^\infty\frac{q^2}{2}\lambda\hat u(\lambda q)^2dq=\frac1{\lambda^2}T_{\rm res}(\lambda Q).$$

The factor $\lambda^{-2}$ comes from $\lambda$ in the squared transform and $\lambda^{-3}$ from $q^2dq$. At a fixed fraction of the total kinetic energy, the cutoff would fall as $\lambda^{-2}$. At a fixed absolute residual it falls faster, since the original function need only reach the larger residual $\lambda^2\delta$.

## The all-electron order is the reverse

Before pseudization, sulfur is the harder case. Near a nucleus of charge $Z$, write $u=Ar^2(1+ar+\dots)$ and insert it in the radial equation. The constant terms cancel. The terms in $r$ give $-3a+a-Z=0$, so $a=-Z/2$:

$$u=Ar^2-\tfrac12AZr^3+\dots$$

The behaviour at large $q$ follows from the small-$r$ powers. With a decaying factor that is removed at the end,

$$\int_0^\infty r^ne^{iqr}dr=\frac{n!\,i^{n+1}}{q^{n+1}} .$$

For $u=r^2$, both the sine and cosine parts of the transform vanish. For $u=r^3$, the sine part gives $-2/q^4$ and the subtracted cosine part $6/q^4$, together $-8/q^4$. Hence

$$\hat u\simeq\sqrt{\frac2\pi}\,\frac{4AZ}{q^4},\qquad T_{\rm res}(Q)\simeq\frac{16A^2Z^2}{5\pi Q^5}.$$

This slow power law comes from the nuclear singularity. The numerical all-electron cutoffs are 347 Ha for oxygen 2p and 1193 Ha for sulfur 3p. In the tail formula the residual grows with the product $AZ$. Sulfur has twice the nuclear charge, and its compact inner lobe, inside the node at 0.580 bohr, rises steeply from the nucleus and so has a larger $A$. That lobe holds just 0.030 electron, yet through $A$ it sets the strength of the high-$q$ tail.

Pseudization removes both the singularity and the inner node. The statement that oxygen is harder therefore concerns the pseudized functions.

## What pseudization can remove

In the Troullier–Martins construction, the function is unchanged outside a radius $r_c$. Inside it,

$$u_{\rm ps}=r^2e^{p(r)},\qquad p=c_0+c_2r^2+\dots+c_{12}r^{12}.$$

The exponential prevents a node. To find the potential that produces this function, differentiate:

$$u_{\rm ps}'=u_{\rm ps}\left(\frac2r+p'\right),$$

$$u_{\rm ps}''=u_{\rm ps}\left[\left(\frac2r+p'\right)^2-\frac2{r^2}+p''\right].$$

The square contributes $4/r^2$, of which $2/r^2$ remains. Solving the radial equation for its potential cancels this remainder against the centrifugal term:

$$V_{\rm ps}=\varepsilon-\frac1{r^2}+\frac{u_{\rm ps}''}{2u_{\rm ps}}
=\varepsilon+\frac{2p'}r+\frac{p''+p'^2}{2}.$$

Near the origin this becomes

$$V_{\rm ps}=\varepsilon+5c_2+(14c_4+2c_2^2)r^2+\dots$$

The seven coefficients meet seven conditions. The value and first four derivatives match at $r_c$; the norm inside $r_c$ is retained; and the potential has zero curvature at the origin, $c_2^2+7c_4=0$. If the nonlinear norm condition has several solutions, the one with the lowest kinetic energy is used.

For sulfur, this replaces a function with a node by one without. For oxygen, there was no node to remove. The construction can round off the singular behaviour at the nucleus, but norm conservation keeps the same charge inside $r_c$, and the unchanged outer part keeps the shell compact.

## The cutoffs at equal relative radius

The radial equations were solved self-consistently in a B-spline basis, with Slater exchange and Perdew–Wang correlation; the transforms were evaluated by quadrature. First take $r_c$ as 1.3 times each outer maximum: 1.057 bohr for oxygen and 2.078 bohr for sulfur.

| | O 2p | S 3p |
|---|---|---|
| All-electron kinetic energy (Ha) | 2.553 | 1.947 |
| Pseudized kinetic energy (Ha) | 2.403 | 0.695 |
| Cutoff, 1 mHa residual (Ha) | 48.3 | 5.93 |
| Cutoff, 0.1 mHa residual (Ha) | 83.4 | 10.9 |

The main cutoffs are 1315 eV for oxygen and 161 eV for sulfur. Their ratio is 8.2; at the tighter residual it is 7.7. A change of radial basis and quadrature moves the pseudized 1 mHa cutoffs by 0.01 to 0.05 Ha, so their second decimal is not fixed.

The kinetic energies show what was removed. Relative to its all-electron value, oxygen loses $(2.553-2.403)/2.553=6\%$, while sulfur loses $(1.947-0.695)/1.947=64\%$. Oxygen's cutoff still falls greatly, from 347 to 48.3 Ha. Removing the nuclear singularity is not enough for this: the function must also be smoothed over a sufficiently large radius, and a much smaller $r_c$ would leave the cutoff much higher. Most of its kinetic energy belongs to the compact shell itself and remains.

Size alone does not give the full ratio. Stretching the pseudized oxygen function by $\lambda=1.966$ places its maximum at sulfur's radius and lowers its cutoff to 10.8 Ha. The total ratio then separates into

$$\frac{48.33}{5.93}=\frac{48.33}{10.79}\times\frac{10.79}{5.93}=4.48\times1.82=8.15 .$$

The first factor is size at fixed absolute residual. It exceeds $\lambda^2=3.86$ for the reason found above: the unstretched function is allowed a residual of 3.86 mHa instead of 1 mHa. The second factor is a difference of shape. Neither factor is a constant of the two atoms. At the 0.1 mHa residual the split is $6.1\times1.3$. At 1 mHa, raising the multiple of the maximum from 1.0 to 1.8 lowers the shape factor from 2.3 to 1.2 and the total ratio from 10 to 5, because oxygen's cutoff falls steadily with $r_c$ while sulfur's stays between 5.8 and 6.8 Ha.

This shape factor does not come from a larger total kinetic energy. Stretched oxygen has $2.403/3.865=0.622$ Ha, less than sulfur's 0.695 Ha, but more of it lies at high $q$. The two functions also differ near the origin. The potentials there are −13.91 Ha for oxygen and −2.21 Ha for sulfur, so the local kinetic energies $\varepsilon-V_{\rm ps}(0)$, with levels −0.338 and −0.262 Ha, are 13.57 and 1.95 Ha. The stretch reduces oxygen's value to $13.57/3.865=3.51$ Ha, still above sulfur's. This is a further difference of shape, not an explanation of the factor 1.82: the value at a single point does not determine the high-$q$ tail.

## A common radius, and the PAW remedy

The factor 8.2 is not a property of the two elements alone. With $r_c=1.5$ bohr for both, the Troullier–Martins cutoffs are 28.6 Ha for oxygen and 6.42 Ha for sulfur, a ratio of 4.5. This radius is $1.5/0.8131=1.84$ times oxygen's maximum but $1.5/1.5985=0.94$ times sulfur's. Oxygen remains harder even though its relative radius is nearly twice as large.

A larger $r_c$ has a price. The pseudized function differs from the all-electron function over a larger volume, and two spheres of radius 1.5 bohr overlap when their centres are closer than 3 bohr. A low cutoff for the free atom does not by itself show that the construction will work in a short bond.

The projector augmented-wave (PAW) method offers another freedom: the smooth partial wave $\tilde u$ need not carry the full norm. The missing amount,

$$\Delta=\int_0^{r_c}(u^2-\tilde u^2)\,dr,$$

is restored by augmentation. If the projector $\tilde p$ satisfies $\langle\tilde p|\tilde u\rangle=1$, the overlap operator $S=1+|\tilde p\rangle\Delta\langle\tilde p|$ gives

$$\langle\tilde u|S|\tilde u\rangle=\int_0^\infty\tilde u^2dr+\Delta=1 .$$

The last step holds because $\tilde u=u$ outside $r_c$.

For oxygen, take inside $r_c=1.5$ bohr

$$\tilde u=r^2(b_0+b_1r^2+b_2r^4+b_3r^6),$$

and fix the four coefficients by matching the value and first three derivatives. No condition is left for the norm. The cutoff at the same 1 mHa residual falls from 28.6 to 15.3 Ha, or about 415 eV, and $\Delta=0.266$ electron is left to the augmentation. The smooth function no longer has to hold that charge, which belongs to the compact shell: its mean radius is about 0.6 bohr.

The two oxygen constructions differ in functional form and matching order as well as in norm, so the whole reduction cannot be assigned to the norm alone. Even so, this PAW partial wave needs $15.27/6.42=2.4$ times the cutoff of norm-conserving sulfur at the same $r_c$ and 1 mHa residual; at 0.1 mHa the factor is 1.7. Augmentation relieves the norm constraint, but the function must still join oxygen's compact outer shell.

Numerical values quoted here were computed with a short program.
